\section*{Real-harmonic conventions and the spin-orbit part of effective core potentials}

\section{The argument under comment}

The argument concerns a program that evaluates an effective core potential by projection on real spherical harmonics. It runs as follows.

\begin{enumerate}
\item Every harmonic enters the potential twice, once in a bra and once in a ket. A change of sign therefore cancels, and a change of order merely rearranges a sum.
\item The spin-orbit term is also built from one bra and one ket. A published table of angular momentum matrices can therefore be used with any convention for the harmonics.
\item The eigenvalues of an isolated $p$ shell come out right, which confirms the implementation.
\end{enumerate}

Do the second and third statements follow from the first? I use Hartree atomic units, with energies quoted in millihartree (m$E_{\rm h}$). The radial factor of the spin-orbit term is replaced by a constant $\lambda$, which leaves the angular algebra unchanged.

\section{The scalar term}

Let $\mathbf n=\mathbf r/r$ and take as reference functions
\begin{equation}
\chi_i(\mathbf n)=\sqrt{\tfrac{3}{4\pi}}\;n_i,\qquad i=x,y,z .
\end{equation}
Another real convention is
\begin{equation}
\chi'_a=\sum_i\chi_i U_{ia},\qquad UU^T=U^TU=1 .
\end{equation}
Changes of sign and order are the cases in which $U$ is a signed permutation. The scalar projector is
\begin{equation}
\sum_a|\chi'_a\rangle\langle\chi'_a|
=\sum_{ij}|\chi_i\rangle\Big(\sum_aU_{ia}U_{ja}\Big)\langle\chi_j|
=\sum_i|\chi_i\rangle\langle\chi_i| ,
\end{equation}
because the bracket is $(UU^T)_{ij}=\delta_{ij}$. The same lines hold for any $l$. The first statement is thus correct for scalar projectors. What cancels $U$ is the unit matrix between ket and bra, and not the mere presence of two harmonics.

\section{The spin-orbit term}

The spin-orbit term has a different matrix in the middle:
\begin{equation}
W=\lambda\sum_k\sum_{ab}|\chi_a\rangle(L_k)_{ab}\langle\chi_b|\,S_k
=\lambda\,\mathbf L\cdot\mathbf S .
\end{equation}
To find the table, apply $l_k=-i\sum_{pq}\epsilon_{kpq}r_p\partial_q$ to $r_b$. This gives $l_kr_b=-i\sum_p\epsilon_{kpb}r_p$. Since $l_k$ does not act on functions of $r$, the same coefficients hold for $\chi_b$, and
\begin{equation}
(L_k)_{ab}=-i\epsilon_{kab}.
\label{eq:table}
\end{equation}

Now let the program use $\chi'_a$ but keep this table. I call the table stale. The operator it produces has, in the reference functions, the matrices
\begin{equation}
L^{\rm st}_k=UL_kU^T ,
\label{eq:stale}
\end{equation}
which differ from $L_k$ unless $U$ commutes with $L_k$.

A definite case arises when real functions are formed from complex ones. With the Condon--Shortley phase, $Y_{11}=-\sqrt{3/8\pi}\,(n_x+in_y)$, so
\begin{equation}
\sqrt2\,{\rm Re}\,Y_{11}=-\chi_x,\qquad
\sqrt2\,{\rm Im}\,Y_{11}=-\chi_y,\qquad Y_{10}=\chi_z .
\end{equation}
If the compensating factor $(-1)^m$ is left out, then $U={\rm diag}(-1,-1,1)$. By (\ref{eq:table}), $L_x$ connects $y$ with $z$, and one of these two functions has changed sign. $L_y$ connects $z$ with $x$, again with one change. $L_z$ connects $x$ with $y$, where both signs change and cancel. Hence
\begin{equation}
L^{\rm st}_x=-L_x,\qquad L^{\rm st}_y=-L_y,\qquad L^{\rm st}_z=L_z .
\label{eq:phase}
\end{equation}

The difference is visible in the angular kernels that quantum Monte Carlo evaluates at pairs of directions:
\begin{align}
\sum_a\chi_a(\mathbf n)\chi_a(\mathbf n')&=\frac{3}{4\pi}\,\mathbf n\cdot\mathbf n',\\
\sum_{ab}\chi_a(\mathbf n)(L_k)_{ab}\chi_b(\mathbf n')
&=-\frac{3i}{4\pi}\,(\mathbf n\times\mathbf n')_k .
\end{align}
Take $\mathbf n=(1,2,2)/3$ and $\mathbf n'=(2,1,2)/3$. Then $\mathbf n\cdot\mathbf n'=8/9$ and $\mathbf n\times\mathbf n'=(2,2,-3)/9$. The scalar kernel is $0.2122$ in both conventions. The imaginary part of the spin-orbit kernel should be $(-0.0531,-0.0531,0.0796)$, whereas the stale table gives $(0.0531,0.0531,0.0796)$. The second statement is therefore false.

\section{What the stale table represents}

For a $p$ shell the wrong operator has a simple form. From (\ref{eq:table}) and (\ref{eq:stale}),
\begin{equation}
(L_k^{\rm st})_{ij}=-i\sum_{ab}U_{ia}U_{jb}\epsilon_{kab}.
\end{equation}
The definition of a determinant gives
\begin{equation}
\sum_{cab}U_{qc}U_{ia}U_{jb}\epsilon_{cab}=\det(U)\,\epsilon_{qij}.
\end{equation}
Multiply by $U_{qk}$ and sum over $q$. Since $\sum_qU_{qk}U_{qc}=\delta_{kc}$, the left side becomes the sum needed above, and
\begin{equation}
L_k^{\rm st}=\sum_qR_{qk}L_q,\qquad R=\det(U)\,U .
\end{equation}
The full stale term is then
\begin{equation}
W^{\rm st}=\lambda\sum_{qk}L_qR_{qk}S_k=\lambda\,\mathbf L\cdot(R\mathbf S).
\label{eq:rotated}
\end{equation}
For a $3\times3$ matrix, $\det R=(\det U)^3\det U=1$, so $R$ is a proper rotation even when $U$ is not. The orbital moment is coupled to a spin referred to rotated axes.

A change of sign is one outcome among several:
\begin{itemize}
\item Flipping $p_x$ alone gives $R={\rm diag}(1,-1,-1)$, so $L_y$ and $L_z$ change sign.
\item The order $y,z,x$ gives a cyclic $R$. The tabulated $L_x,L_y,L_z$ act as $L_y,L_z,L_x$, with no change of sign.
\item Flipping all three functions gives $R=1$, and the operator remains correct.
\end{itemize}

\section{Why the isolated shell looks right}

Equation (\ref{eq:stale}) is a similarity transformation with the same $U$ for all three components. The eigenvalues of $W^{\rm st}$ are therefore those of $W$ for every orthogonal $U$. They follow from
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}-1,&j=\tfrac12,\\ \tfrac12,&j=\tfrac32.\end{cases}
\end{equation}
With $\lambda=10$ m$E_{\rm h}$, a round model value, both tables give $-10$ m$E_{\rm h}$ twice and $5$ m$E_{\rm h}$ four times. The check in the third statement would pass with any orthogonal mismatch.

The error can hide in larger calculations too. Let $V$ be the spin rotation for which $V^\dagger S_kV=\sum_qR_{kq}S_q$. Then (\ref{eq:rotated}) reads $W^{\rm st}=V^\dagger WV$. A Hamiltonian $h$ that does not act on spin commutes with $V$, so
\begin{equation}
h+W^{\rm st}=V^\dagger(h+W)V .
\label{eq:hidden}
\end{equation}
All energy levels agree, whatever the shape of the molecule. For many electrons $V$ is replaced by a product of one such rotation per electron, and the Coulomb repulsion commutes with it. The conditions are that every spin-orbit channel carries the same $R$ and that nothing else in the Hamiltonian depends on spin. The error can show itself when one of these conditions fails, or when the states come from elsewhere, though the examples below show that it need not do so in every such case.

\section{A $p$ shell that fails}

Suppose that correct $j$ spinors are imported from another program, as may happen with a quantum Monte Carlo trial function, and that $W^{\rm st}$ is averaged over them. The projectors on the two multiplets are
\begin{equation}
P_{1/2}=\tfrac13(1-2\,\mathbf L\cdot\mathbf S),\qquad
P_{3/2}=\tfrac23(1+\mathbf L\cdot\mathbf S),
\end{equation}
as inserting the eigenvalues $-1$ and $\frac12$ shows. The traces needed are ${\rm Tr}\,L_q=0$, ${\rm Tr}\,L_pL_q=2\delta_{pq}$ and ${\rm Tr}\,S_pS_k=\frac12\delta_{pk}$. They give
\begin{equation}
{\rm Tr}\big[(\mathbf L\cdot\mathbf S)(\mathbf L\cdot R\mathbf S)\big]
=\sum_{pqk}R_{qk}\,(2\delta_{pq})(\tfrac12\delta_{pk})={\rm Tr}\,R .
\end{equation}
The unit operators in the projectors contribute nothing, because ${\rm Tr}\,L_q=0$. Dividing by the multiplet dimensions 2 and 4,
\begin{align}
\overline{W^{\rm st}}_{1/2}&=\frac{\lambda}{2}\left(-\frac23\right){\rm Tr}\,R
=-\frac{\lambda}{3}{\rm Tr}\,R,\\
\overline{W^{\rm st}}_{3/2}&=\frac{\lambda}{4}\left(\frac23\right){\rm Tr}\,R
=\frac{\lambda}{6}{\rm Tr}\,R .
\end{align}
The apparent splitting is $\frac12\lambda\,{\rm Tr}\,R$. For $R=1$ the trace is 3 and the correct value $\frac32\lambda$ returns. With $\lambda=10$ m$E_{\rm h}$:

\begin{center}
\begin{tabular}{lrrrr}
Functions & ${\rm Tr}\,R$ & $j=\frac12$ & $j=\frac32$ & Splitting\\
as in the table & 3 & $-10.00$ & $5.00$ & $15.00$\\
$p_x,p_y$ flipped & $-1$ & $3.33$ & $-1.67$ & $-5.00$\\
order $y,z,x$ & 0 & $0.00$ & $0.00$ & $0.00$
\end{tabular}
\end{center}

Energies are in m$E_{\rm h}$. The missing phase turns a splitting of $408$ meV into $-136$ meV: the multiplet averages are inverted and their separation falls to a third. The cyclic order makes the two averages coincide, although $W^{\rm st}$ restricted to the $j=\frac32$ multiplet still has the eigenvalues $\pm\lambda/2$, each twofold.

These are averages over multiplets, and a single spinor can miss the error. For the missing phase, $W^{\rm st}=\lambda(-L_xS_x-L_yS_y+L_zS_z)$. In the state with $m_l=1$ and spin up along $z$, the first two terms have zero expectation value and the third gives $\lambda/2$, the correct energy. The same holds for $m_j=-\frac32$. The four values must sum to $4(-\lambda/6)=-\frac23\lambda$, so the two spinors with $m_j=\pm\frac12$ lie at $-\frac56\lambda=-8.33$ m$E_{\rm h}$. Half of the $j=\frac32$ multiplet thus stays at $5$ m$E_{\rm h}$, above the $j=\frac12$ value of $3.33$ m$E_{\rm h}$, and the inversion holds for the average only.

\section{A magnetic field}

A field supplies spin axes of its own. Let the field act through $\mu_BB(L_x+2S_x)$, with the true orbital operator and the spin $g$ factor set to 2. Within a multiplet, $\mathbf S$ acts as $\beta\mathbf J$ and $\mathbf L$ as $(1-\beta)\mathbf J$, where
\begin{equation}
\beta=\frac{j(j+1)+\frac34-2}{2j(j+1)}
=\begin{cases}-\frac13,&j=\frac12,\\ \frac13,&j=\frac32.\end{cases}
\end{equation}
The correct factors are $g=(1-\beta)+2\beta=1+\beta$, that is $\frac23$ and $\frac43$.

With the missing phase, transform the Hamiltonian by $V$ so that the spin-orbit term takes its correct form. The field term becomes $\mu_BB(L_x-2S_x)$, since $R$ is a rotation by $\pi$ about $z$. Now $g=(1-\beta)-2\beta=1-3\beta$, which is $2$ for $j=\frac12$ and $0$ for $j=\frac32$. These are first-order results for $\mu_BB\ll\lambda$. Diagonalization at $B=10^{-5}$ atomic units, where $\mu_B=\frac12$, gives $0.667$ and $1.333$ with the correct table. The stale table gives $2.000$ and, from the total width of the upper multiplet divided by $3\mu_BB$, $0.0002$. For a field along $z$ both tables give the correct pair, because $R$ leaves $S_z$ alone. One field direction is not a sufficient check.

\section{Other channels and centres}

The factor $(-1)^m$ has the same effect in every $l$ channel. $L_x$ and $L_y$ connect real functions whose $|m|$ differ by one, so their elements change sign. $L_z$ connects functions of equal $|m|$, so its elements do not. All channels then share the $R$ of (\ref{eq:phase}), and (\ref{eq:hidden}) still hides the error. If the phase is wrong in one channel or on one centre alone, no common spin rotation need exist.

Consider two $p$ shells on the $x$ axis, with hopping $100$ m$E_{\rm h}$ between the $p_x$ functions and $-50$ m$E_{\rm h}$ between each pair of $\pi$ functions. The bonding $\pi$ orbitals are $(y_A+y_B)/\sqrt2$ and $(z_A+z_B)/\sqrt2$. To first order in $\lambda$ they feel the mean of the two atomic terms. Only $L_x$ acts between $y$ and $z$, so this mean is
\begin{equation}
\tfrac{\lambda}{2}(1+\sigma)L_xS_x ,
\end{equation}
with $\sigma=1$ for equal conventions and $\sigma=-1$ if the phase is missing on one centre. The first case splits the levels by $\lambda=10$ m$E_{\rm h}$, the second not at all. Full diagonalization gives $10.32$ and $0.73$ m$E_{\rm h}$; the remainder comes from higher orders in $\lambda$. If both centres have the wrong phase, the result is again $10.32$ m$E_{\rm h}$.

For $d$ functions a reordering need not amount to a spin rotation. Let the table have the order $m=-2,\dots,2$, that is $xy,\,yz,\,z^2,\,xz,\,x^2-y^2$, and the functions the order $0,1,-1,2,-2$. An octahedral field raises $z^2$ and $x^2-y^2$ by $50$ m$E_{\rm h}$. These now stand in the places that the table assigns to $xy$ and $xz$. The low functions are thus treated as $yz$, $z^2$ and $x^2-y^2$. Within that set $L_y$ and $L_z$ have no elements, while
\begin{equation}
l_x\,yz=-2i\,\frac{y^2-z^2}{2},\qquad l_x\,\frac{y^2-z^2}{2}=2i\,yz ,
\end{equation}
and $l_x(2x^2-y^2-z^2)=0$. The eigenvalues of $L_x$ are $0,\pm2$, so to first order the low levels are $-\lambda,0,\lambda$, each twofold. The correct low set $yz,zx,xy$ has the $p$ matrices with reversed sign, as $l_x\,zx=-i\,xy$ against $l_x\,y=iz$ illustrates. Its levels are $-\lambda/2$, fourfold, and $\lambda$, twofold. With the coupling to the raised functions included, diagonalization gives pairs at $-7.6,-7.6,10.0$ m$E_{\rm h}$ for the correct order and $-11.5,-3.1,10.0$ m$E_{\rm h}$ for the stale one. Here an energy spectrum does expose the error.

\section{Correction requested}

The table must be transformed with the functions:
\begin{equation}
L'_k=U^TL_kU,\qquad\text{so that}\qquad UL'_kU^T=L_k .
\end{equation}
Equivalently, it can be computed by applying $-i\mathbf r\times\nabla$ to the functions that the program actually uses.

The isolated-shell eigenvalues check the sign and size of the term but not the convention. They should be supplemented by the test $[J_k,W]=0$ for $k=x,y,z$, with $\mathbf J=\mathbf L+\mathbf S$. For the missing phase, $W^{\rm st}=-W+2\lambda L_zS_z$. Since $W$ commutes with $J_x$,
\begin{equation}
[J_x,W^{\rm st}]=2\lambda[J_x,L_zS_z]=-2i\lambda(L_yS_z+L_zS_y).
\end{equation}
The squared Frobenius norm is $4\lambda^2(2\cdot\frac12+2\cdot\frac12)=8\lambda^2$, so the norm is $2\sqrt2\,\lambda=28.3$ m$E_{\rm h}$. It is the same for $J_y$ and zero for $J_z$, so a single component is not a sufficient test. Two components would suffice, because $[J_x,J_y]=iJ_z$ makes an operator that commutes with two of them commute with the third.

For a $p$ shell the three conditions together exclude every orthogonal mismatch between table and functions that changes the operator. They make $W^{\rm st}$ invariant under every rotation $Q$ generated by $\mathbf J$, which turns $\mathbf L\cdot R\mathbf S$ into $(Q\mathbf L)\cdot R(Q\mathbf S)=\mathbf L\cdot Q^TRQ\,\mathbf S$. The nine operators $L_qS_k$ are linearly independent, so $Q^TRQ=R$ for all $Q$. A matrix that commutes with every rotation is a multiple $c$ of the unit matrix, and $\det R=c^3=1$ gives $R=1$. This leaves only $U=\pm1$, for which the operator is correct. The $\mathbf L$ inside $\mathbf J$ must come from an independent source, such as differentiation of the functions. If it is built from the stale table, $\mathbf L^{\rm st}+\mathbf S$ commutes with $\lambda\,\mathbf L^{\rm st}\cdot\mathbf S$, and the test passes with the error in place.
